# Exchange fraction, same-spin pairs and the high-spin to low-spin gap: test program

```python
# Result under test: for a hybrid E_a = E_0 + a*(X - S), with X exact exchange
# and S semilocal (PBE) exchange, the high-spin minus low-spin gap has slope
#   d(gap)/da = delta X - delta S      (delta = high spin minus low spin),
# and in a d shell with a common radial function
#   delta X = -(b*B + p*C),
# where B, C are Racah parameters, p is the gain in same-spin pairs and b is a
# sum of pair coefficients (b = 7, p = 4 for d6).
# HS = high spin, LS = low spin. Internal energies are in hartree.
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from pyscf import gto, dft, scf, ao2mo, lib

lib.num_threads(1)
EV = physical_constants['Hartree energy in eV'][0]
FRACTIONS = (0.0, 0.25, 0.5)
XY, YZ, Z2, XZ, X2Y2 = range(5)                         # order of d functions
FILL_ORDER = [XY, XZ, YZ, Z2, X2Y2]                     # t2g first, then eg
numint = dft.numint.NumInt()


def prepare(atoms, basis, atom_grid, ligand_pairs):
    """Integrals, grid and fixed symmetry occupations of one dication.
    ligand_pairs = (Ag, each u irrep): doubly filled ligand orbitals."""
    mols = {name: gto.M(atom=atoms, charge=2, spin=spin, verbose=0,
                        basis=basis, symmetry='D2h')
            for name, spin in (('LS', 0), ('HS', 4))}
    mol = mols['LS']
    grids = dft.gen_grid.Grids(mol)
    grids.atom_grid = atom_grid
    grids.build(with_non0tab=True)
    labels = mol.ao_labels(fmt=None)
    d_index = np.array([i for i, lab in enumerate(labels)
                        if lab[2][-1] == 'd']).reshape(-1, 5)
    f_index = [i for i, lab in enumerate(labels) if lab[2][-1] == 'f']
    ag, u = 3 + ligand_pairs[0], 2 + ligand_pairs[1]
    odd = {name: (u, u) for name in ('B1u', 'B2u', 'B3u')}
    occupation = {
        'LS': dict(odd, Ag=(ag, ag), B1g=(1, 1), B2g=(1, 1), B3g=(1, 1)),
        'HS': dict(odd, Ag=(ag + 2, ag), B1g=(1, 1), B2g=(1, 0), B3g=(1, 0))}
    return dict(mols=mols, mol=mol, grids=grids,
                eri=mol.intor('int2e', aosym='s8'), d=d_index, f=f_index,
                overlap=mol.intor('int1e_ovlp'), occupation=occupation)


def solve(system, state, fraction, guess):
    mf = dft.UKS(system['mols'][state])
    mf.xc = ('PBE,PBE' if fraction == 0 else
             f'{fraction}*HF + {1 - fraction}*PBE, PBE')
    mf.grids = system['grids']
    mf._eri = system['eri']
    mf.small_rho_cutoff = 0
    mf.chkfile = None
    mf.irrep_nelec = system['occupation'][state]
    mf.conv_tol = 1e-9
    mf.max_cycle = 60
    if guess is None:
        start = np.asarray(mf.get_init_guess(mf.mol, 'minao'))
        guess = np.array([start.sum(axis=0) / 2] * 2)
    for shift in (0.0, 0.3):
        mf.level_shift = shift
        mf.kernel(dm0=guess)
        if mf.converged:
            break
        guess = np.asarray(mf.make_rdm1())
    assert mf.converged, (state, fraction)
    return mf


def promoted_guess(system, mf):
    """HS starting density: two t2g electrons of LS moved to eg, spin up."""
    c = np.asarray(mf.mo_coeff[0])
    occ = np.asarray(mf.mo_occ[0])
    gross = c * (system['overlap'] @ c)
    w_t2g = gross[system['d'][:, [XY, YZ, XZ]].ravel()].sum(axis=0)
    w_eg = gross[system['d'][:, [Z2, X2Y2]].ravel()].sum(axis=0)
    t2g = np.where((occ > 0) & (w_t2g > 0.5))[0]
    assert len(t2g) == 3
    by_energy = np.argsort(np.asarray(mf.mo_energy[0]))
    eg = [i for i in by_energy if occ[i] == 0 and w_eg[i] > 0.3][:2]
    density = (c * occ) @ c.T
    return np.array([density + c[:, eg] @ c[:, eg].T,
                     density - 2 / 3 * c[:, t2g] @ c[:, t2g].T])


def exchange_parts(system, dm):
    """Exact and PBE exchange energies of a pair of spin density matrices."""
    k = scf.hf.dot_eri_dm(system['eri'], dm, hermi=1)[1]
    exact = -0.5 * np.einsum('sij,sji->', k, dm)
    semilocal = numint.nr_uks(system['mol'], system['grids'], 'PBE,', dm)[1]
    return np.array([exact, float(semilocal)])


def d_population(system, dm):
    idx = system['d'].ravel()
    return np.array([np.diag(p @ system['overlap'])[idx].sum() for p in dm])


def scan(system):
    """Self-consistent energies, exchange parts and densities against a."""
    energy = {'LS': [], 'HS': []}
    parts = {'LS': [], 'HS': []}
    density = {'LS': [], 'HS': []}
    solutions = []
    guess = {'LS': None, 'HS': None}
    for fraction in FRACTIONS:
        for state in ('LS', 'HS'):
            if state == 'HS' and guess['HS'] is None:
                guess['HS'] = promoted_guess(system, solutions[0])
            mf = solve(system, state, fraction, guess[state])
            dm = np.array(mf.make_rdm1())
            guess[state] = dm
            energy[state].append(mf.e_tot)
            parts[state].append(exchange_parts(system, dm))
            density[state].append(dm)
            if state == 'LS':
                solutions.append(mf)
    return ({s: np.array(e) for s, e in energy.items()},
            {s: np.array(p) for s, p in parts.items()}, density, solutions)


ion = prepare('Fe 0 0 0', 'def2-svp', {'Fe': (60, 302)}, (0, 0))

# Six side-on H2 ligands; each entry gives the ligand axis and the H-H direction
midpoint_distance, hh_distance = 1.8, 0.8               # angstrom
atoms = [('Fe', (0.0, 0.0, 0.0))]
for axis, along in ((0, 1), (1, 0), (2, 0)):
    for side in (1, -1):
        for end in (1, -1):
            xyz = np.zeros(3)
            xyz[axis] = side * midpoint_distance
            xyz[along] = end * hh_distance / 2
            atoms.append(('H', tuple(xyz)))
cluster = prepare(atoms, {'Fe': 'def2-svp', 'H': '6-31g'},
                  {'Fe': (50, 194), 'H': (20, 110)}, (3, 1))

ion_scan = scan(ion)
cluster_scan = scan(cluster)

# ---- Racah parameters of the ion's own 3d function, by radial quadrature
reference = ion_scan[3][1]
coeff = np.asarray(reference.mo_coeff[0])
occ = np.asarray(reference.mo_occ[0])
xy_weight = (coeff * (ion['overlap'] @ coeff))[ion['d'][:, XY]].sum(axis=0)
column = int(np.argmax(xy_weight * (occ > 0)))
shell = np.zeros((coeff.shape[0], 5))
for m in range(5):
    shell[ion['d'][:, m], m] = coeff[ion['d'][:, XY], column]
x = np.linspace(np.log(1e-4), np.log(30.0), 6000)
r = np.exp(x)
points = np.outer(r, np.array([1.0, 1.0, 0.0]) / np.sqrt(2))
radial = (ion['mol'].eval_gto('GTOval_sph', points) @ shell[:, XY]
          / (np.sqrt(15 / (4 * np.pi)) / 2))
weight = (r * radial) ** 2
assert abs(trapezoid(weight * r, x) - 1) < 1e-5


def slater(k):
    inner = cumulative_trapezoid(weight * r ** (k + 1), x, initial=0)
    return 2 * trapezoid(weight * r ** (-k) * inner, x)


F0, F2, F4 = (slater(k) for k in (0, 2, 4))
A, B, C = F0 - F4 / 9, F2 / 49 - 5 * F4 / 441, 35 * F4 / 441

# ---- pair exchange integrals: Racah form against Gaussian integrals
b_pair = np.zeros((5, 5))
for i, j, value in ((XY, YZ, 3), (XY, XZ, 3), (YZ, XZ, 3), (XY, Z2, 4),
                    (XZ, Z2, 1), (YZ, Z2, 1), (XY, X2Y2, 0), (XZ, X2Y2, 3),
                    (YZ, X2Y2, 3), (Z2, X2Y2, 4)):
    b_pair[i, j] = b_pair[j, i] = value
off = ~np.eye(5, dtype=bool)
four = ao2mo.kernel(ion['eri'], shell, compact=False).reshape(5, 5, 5, 5)
coulomb = np.einsum('iijj->ij', four)
exchange = np.einsum('ijij->ij', four)
assert np.allclose(exchange[off], (b_pair * B + C)[off], atol=2e-5)
assert np.allclose(np.diag(exchange), A + 4 * B + 3 * C, atol=1e-4)
mean_pair = exchange[off].mean()
assert abs(mean_pair - (2.5 * B + C)) < 2e-5

# ---- same orbitals and spherical core, d occupations from d4 to d7
core = (coeff * occ) @ coeff.T - shell[:, [XY, YZ, XZ]] @ shell[:, [XY, YZ, XZ]].T
core[ion['f'], :] = 0        # remove the slight f admixture of the p core
core[:, ion['f']] = 0


def occupied(n_electrons, state):
    n_up = min(n_electrons, 5) if state == 'HS' else max(3, n_electrons - 3)
    return [FILL_ORDER[:n_up], FILL_ORDER[:n_electrons - n_up]]


def pair_sums(sets):
    pairs = sum(len(s) * (len(s) - 1) // 2 for s in sets)
    return np.array([pairs, sum(b_pair[np.ix_(s, s)].sum() / 2 for s in sets)])


table = {}
for n in (4, 5, 6, 7):
    parts = {}
    for state in ('HS', 'LS'):
        dm = np.array([core + shell[:, s] @ shell[:, s].T
                       for s in occupied(n, state)])
        parts[state] = exchange_parts(ion, dm)
    p, b = pair_sums(occupied(n, 'HS')) - pair_sums(occupied(n, 'LS'))
    d_exact, d_pbe = parts['HS'] - parts['LS']
    assert abs(d_exact + b * B + p * C) * EV < 0.005     # radial quadrature
    table[n] = (int(p), int(b), d_exact * EV, d_pbe * EV)
assert table[6][:2] == (4, 7)


def hartree_and_exchange(sets):
    number = np.zeros(5)
    for s in sets:
        number[s] += 1
    return np.array([0.5 * number @ coulomb @ number,
                     -0.5 * sum(exchange[np.ix_(s, s)].sum() for s in sets)])


d_hartree, d_exchange = (hartree_and_exchange(occupied(6, 'HS'))
                         - hartree_and_exchange(occupied(6, 'LS')))
assert abs(d_hartree - (2 * B - 4 * C)) * EV < 0.005
assert abs(d_hartree + d_exchange + 5 * B + 8 * C) * EV < 0.005

# ---- slope law and concavity for the relaxed states
summary = {}
for name, (energy, parts, density, _) in (('Fe2+ ion', ion_scan),
                                          ('Fe(H2)6 2+ complex', cluster_scan)):
    bend = {}
    for state in ('LS', 'HS'):
        e = energy[state]
        slope = parts[state][:, 0] - parts[state][:, 1]
        integral = (FRACTIONS[2] - FRACTIONS[0]) / 6 * (slope @ [1, 4, 1])
        error = (e[2] - e[0] - integral) * EV
        assert abs(error) < 0.01, (name, state, error)   # Simpson error
        bend[state] = (e[1] - (e[0] + e[2]) / 2) * EV
        assert bend[state] > -1e-5, (name, state, bend[state])
    summary[name] = ((energy['HS'] - energy['LS']) * EV,
                     (parts['HS'] - parts['LS']) * EV, bend)

ion_d = d_population(ion, ion_scan[2]['HS'][1])
assert abs(ion_d.sum() - 6) < 0.05
cluster_hs = [d_population(cluster, dm) for dm in cluster_scan[2]['HS']]
cluster_ls = [d_population(cluster, dm) for dm in cluster_scan[2]['LS']]
# all five d orbitals filled with spin up, including both of eg type
assert min(p[0] for p in cluster_hs) > 4.7, (cluster_hs, cluster_ls)

print(f'Fe to H2 midpoint: {midpoint_distance:.2f} angstrom')
print(f'H-H distance: {hh_distance:.2f} angstrom')
print(f'Slater F0, F2, F4: {F0*EV:.3f}, {F2*EV:.3f}, {F4*EV:.3f} eV')
print(f'Racah A, B, C: {A*EV:.3f}, {B*EV:.4f}, {C*EV:.4f} eV')
print(f'self term A+4B+3C: {(A + 4*B + 3*C)*EV:.3f} eV')
print(f'mean exchange per same-spin pair: {mean_pair*EV:.4f} eV')
print(f'd6 average-pair estimate of delta X: {-4*mean_pair*EV:.3f} eV')
print(f'd6 shell, delta exchange: {d_exchange*EV:.3f} eV')
print(f'd6 shell, delta Hartree: {d_hartree*EV:.3f} eV')
print(f'd6 shell, delta total repulsion: {(d_hartree+d_exchange)*EV:.3f} eV')
print('Frozen Fe2+ orbitals, HS minus LS (p pairs, b coefficient of B):')
for n, (p, b, dx, ds) in table.items():
    print(f' d{n}: p={p} b={b} dX={dx:.3f} dS={ds:.3f} '
          f'slope={dx-ds:.3f} slope/p={(dx-ds)/p:.3f} eV')
for name, (gap, parts, bend) in summary.items():
    print(f'{name}, self-consistent:')
    for a, g, (dx, ds) in zip(FRACTIONS, gap, parts):
        print(f' a={a:.2f}: gap={g:.3f} dX={dx:.3f} dS={ds:.3f} '
              f'slope={dx-ds:.3f} eV')
    chord = (gap[2] - gap[0]) / (FRACTIONS[2] - FRACTIONS[0])
    middle = gap[1] - (gap[0] + gap[2]) / 2
    print(f' mean slope: {chord:.3f} eV = {chord/EV:.4f} hartree')
    print(f' midpoint bend LS, HS: {bend["LS"]:.4f}, {bend["HS"]:.4f} eV')
    print(f' midpoint bend of gap: {middle:.4f} eV')
    print(f' bend / total gap change: {100*middle/abs(gap[2]-gap[0]):.2f} %')
print(f'Fe2+ HS d population up, down: {ion_d[0]:.3f}, {ion_d[1]:.3f}')
for a, hs, ls in zip(FRACTIONS, cluster_hs, cluster_ls):
    print(f'complex a={a:.2f} d population: HS up {hs[0]:.3f} '
          f'down {hs[1]:.3f}, LS total {ls.sum():.3f}')
print('success')
```

Output:

```
Fe to H2 midpoint: 1.80 angstrom
H-H distance: 0.80 angstrom
Slater F0, F2, F4: 23.708, 10.923, 6.786 eV
Racah A, B, C: 22.954, 0.1460, 0.5386 eV
self term A+4B+3C: 25.154 eV
mean exchange per same-spin pair: 0.9035 eV
d6 average-pair estimate of delta X: -3.614 eV
d6 shell, delta exchange: -3.176 eV
d6 shell, delta Hartree: -1.862 eV
d6 shell, delta total repulsion: -5.038 eV
Frozen Fe2+ orbitals, HS minus LS (p pairs, b coefficient of B):
 d4: p=3 b=6 dX=-2.492 dS=-1.906 slope=-0.585 slope/p=-0.195 eV
 d5: p=6 b=13 dX=-5.129 dS=-3.872 slope=-1.257 slope/p=-0.210 eV
 d6: p=4 b=7 dX=-3.176 dS=-2.429 slope=-0.747 slope/p=-0.187 eV
 d7: p=2 b=4 dX=-1.661 dS=-1.283 slope=-0.378 slope/p=-0.189 eV
Fe2+ ion, self-consistent:
 a=0.00: gap=-4.210 dX=-4.402 dS=-3.511 slope=-0.891 eV
 a=0.25: gap=-4.427 dX=-4.410 dS=-3.569 slope=-0.840 eV
 a=0.50: gap=-4.631 dX=-4.414 dS=-3.623 slope=-0.791 eV
 mean slope: -0.841 eV = -0.0309 hartree
 midpoint bend LS, HS: 0.0177, 0.0115 eV
 midpoint bend of gap: -0.0063 eV
 bend / total gap change: -1.49 %
Fe(H2)6 2+ complex, self-consistent:
 a=0.00: gap=0.487 dX=-7.995 dS=-4.318 slope=-3.676 eV
 a=0.25: gap=-0.336 dX=-7.425 dS=-4.503 slope=-2.922 eV
 a=0.50: gap=-0.984 dX=-6.951 dS=-4.665 slope=-2.286 eV
 mean slope: -2.942 eV = -0.1081 hartree
 midpoint bend LS, HS: 0.2033, 0.1156 eV
 midpoint bend of gap: -0.0877 eV
 bend / total gap change: -5.96 %
Fe2+ HS d population up, down: 5.000, 1.000
complex a=0.00 d population: HS up 4.973 down 1.374, LS total 6.700
complex a=0.25 d population: HS up 5.003 down 1.306, LS total 6.637
complex a=0.50 d population: HS up 5.023 down 1.262, LS total 6.576
success
```
